Local Attraction of a Climbing Image to a Defect Migration Saddle

**1. Definitions and conventions**

A supercell contains a defect that can hop between two stable configurations. Its atomic coordinates form a vector x, and E(x) is the potential energy at fixed cell shape, charge state and electronic state. A chain of configurations, called images, joins the two minima. One of them, the climbing image, is meant to find the top of the migration path.

Let τ be the unit tangent of the path at that image. The climbing force is

F = −∇E + 2(τ·∇E)τ = −P∇E, P = I − 2ττᵀ. (1)

The ordinary force −∇E has its component along τ reversed, and its other components are kept. No spring force acts on this image. It moves by steepest descent with unit mobility,

dx/dt = F. (2)

Here t is an optimizer time, not physical time. With lengths in nm and energies in eV, t has the unit nm²/eV, and a decay rate has the unit of a curvature, eV/nm².

Let x* be a first-order saddle and u = x − x*. The gradient vanishes at x*, and the Hessian H, the matrix of second derivatives there, satisfies

Hv_i = λ_i v_i, λ₁ < 0 < λ₂ ≤ … ≤ λ_n, v_i·v_j = δ_ij. (3)

The mode v₁ is the unstable one. The absolute Hessian is

|H| = Σ_i |λ_i| v_i v_iᵀ. (4)

A periodic supercell also has three rigid translations. If T is one of them, E does not change along T, so T·∇E = 0 and HT = 0. When the path is built without translation, τ·T = 0, and (1) gives F·T = 0. The image then never drifts along T. These directions are removed, and n counts the remaining ones, all assumed to have nonzero curvature.

The claim is this. If τ varies continuously near x* and equals v₁ or −v₁ at x*, then

du/dt = −|H|u + o(|u|), (5)

and every image that starts close enough to x* converges to it. Here o(|u|) denotes a term that becomes negligible relative to |u| as u → 0.

**2. The reflection creates no false stationary points**

Since τᵀτ = 1,

P² = I − 4ττᵀ + 4τ(τᵀτ)τᵀ = I. (6)

P is symmetric and is its own inverse, so it preserves lengths:

|F|² = (∇E)ᵀP²∇E = |∇E|². (7)

The climbing force therefore vanishes if and only if the true gradient vanishes, whatever the tangent. A tangent error cannot displace the stationary point. It can change whether that point attracts.

**3. Linearizing the force**

For a twice continuously differentiable energy, Taylor expansion about x* gives

∇E(x* + u) = Hu + o(|u|), (8)

because the constant term ∇E(x*) is zero. The tangent may depend on the image position. Continuity gives P(x* + u) = P* + δP, with P* = P(x*) and δP → 0 as u → 0. Substitution in (1) yields

F = −(P* + δP)[Hu + o(|u|)]
 = −P*Hu − δP Hu + o(|u|). (9)

The second term is a vanishing matrix times a quantity of first order in u, so it too is o(|u|). Hence

F = −P*Hu + o(|u|). (10)

The turning of the tangent drops out because it multiplies a gradient that vanishes at the saddle, even if the tangent itself turns quickly.

Now set τ(x*) = ±v₁. The sign is immaterial, since τ enters P twice. Orthonormality gives

P*v₁ = v₁ − 2v₁ = −v₁,
P*v_i = v_i for i > 1. (11)

Acting on the modes, P*H therefore gives

P*Hv₁ = −λ₁v₁ = |λ₁|v₁,
P*Hv_i = λ_i v_i = |λ_i|v_i for i > 1. (12)

Thus P*H = |H|, which proves (5). Writing u = Σ c_i v_i, the linear solution is

c_i(t) = c_i(0) exp(−|λ_i|t) for every i. (13)

Under the ordinary force −∇E, the linear equation is dc₁/dt = −λ₁c₁ = +|λ₁|c₁, and the image leaves the saddle. The reflection changes this one sign. The transverse modes, already restored by the ordinary force, are left alone.

**4. From the linear equation to true attraction**

Let κmin and κmax be the smallest and largest |λ_i|. Write F = −|H|u + r. For any ε with 0 < ε < κmin there is a ball around x* in which |r| ≤ ε|u|. Inside it,

d(|u|²/2)/dt = u·F
 = −uᵀ|H|u + u·r
 ≤ −(κmin − ε)|u|². (14)

The distance decreases, so the image cannot leave the ball, and

|u(t)| ≤ |u(0)| exp[−(κmin − ε)t]. (15)

This is a local result. It gives no size for the ball without knowledge of the higher derivatives, and it does not promise success from an arbitrary first guess of the path.

A program takes finite steps h. In the linear regime one step gives

c_i → (1 − h|λ_i|)c_i. (16)

Every component shrinks when |1 − h|λ_i|| < 1 for all i, that is, when

0 < h < 2/κmax. (17)

The stiffest mode limits the step, and for small steps the softest mode limits the speed.

**5. Why the path tangent is the unstable mode**

The minimum-energy path is followed downhill from the saddle by steepest descent. Near x*, ordinary descent obeys dc_i/dt = −λ_i c_i, so for i > 1

c_i(t)/c₁(t) = [c_i(0)/c₁(0)] exp[−(λ_i + |λ₁|)t]. (18)

The exponent is negative. If the start is moved ever closer to the saddle, with c₁(0) ≠ 0, the time needed to reach a given small distance grows without limit, and the ratio tends to zero. The path that emanates from the saddle therefore has tangent v₁ there. At a finite distance it may bend away.

Directions are defined here in the same coordinates as the descent. If mass-weighted coordinates are used, the gradient, Hessian, tangent and modes must all be transformed together.

**6. Moving neighbours**

In a band calculation τ is built from neighbouring images, which move as well. Let X_b denote their positions, and let the tangent be differentiable in them. At the saddle

∂F/∂X_b = −(∂P/∂X_b)∇E(x*) = 0. (19)

With the climbing image listed first, the Jacobian of the whole band is

J = [ A 0 ]
    [ B C ], A = −P*H. (20)

The characteristic polynomial of such a matrix is the product of those of A and C. The climbing image thus keeps its own eigenvalues. The block C must also be stable if the rest of the band is to converge, and the present argument does not establish that.

**7. How much misalignment is allowed**

A finite band does not give τ = v₁ perfectly. Let θ be the angle between the lines along τ and v₁, and define

w_i = (τ·v_i)², Σ_i w_i = 1, w₁ = cos²θ. (21)

Linear motion is du/dt = −PHu. If μ is an eigenvalue of PH, the corresponding motion is exp(−μt), so attraction requires Re μ > 0 for all μ. Since P² = I,

PH − μI = P(H − μP) = P(H − μI + 2μττᵀ). (22)

When μ is not one of the λ_i, the determinant rule det(M + abᵀ) = det M (1 + bᵀM⁻¹a) gives the condition

0 = 1 + 2μ Σ_i w_i/(λ_i − μ)
 = Σ_i w_i(λ_i + μ)/(λ_i − μ). (23)

The second form follows on replacing 1 by Σ w_i(λ_i − μ)/(λ_i − μ).

Could a root lie on the imaginary axis? Put μ = iω with real ω ≠ 0. No λ_i equals μ, so (23) applies. Each fraction z_i = (λ_i + iω)/(λ_i − iω) has modulus one, because numerator and denominator are complex conjugates. Then (23) would require

w₁ = |w₁z₁| = |Σ_{i>1} w_i z_i| ≤ 1 − w₁, (24)

which is impossible if w₁ > 1/2. The value μ = 0 is excluded as well, because det P = −1 and det(PH) = −det H ≠ 0.

Now rotate the tangent continuously from v₁ to τ, keeping w₁ > 1/2. At the start the eigenvalues are |λ_i|, all positive. They move continuously and cannot cross the imaginary axis. Hence θ < 45° is sufficient for attraction in any number of dimensions.

For such a τ, the matrix PH is in general not symmetric, and |u| may rise before it falls. Attraction of the nonlinear motion still follows. With M = PH, the matrix S = ∫₀^∞ exp(−Mᵀt)exp(−Mt)dt is finite and positive, and MᵀS + SM = I. Thus uᵀSu decreases at the rate |u|² in the linear motion, and a small enough remainder cannot reverse this.

In two dimensions the 45° limit is sharp. There

tr(PH) = λ₁ + λ₂ − 2(λ₁cos²θ + λ₂sin²θ)
 = (λ₂ − λ₁)cos 2θ, (25)

det(PH) = |λ₁|λ₂ > 0. (26)

With a positive determinant, both roots have positive real parts if and only if the trace is positive, that is, for θ < 45°. Beyond 45° the saddle repels.

In higher dimensions attraction can survive beyond 45°, by an amount that depends on the curvatures and the weights. For scaled curvatures −1, 1, 10 and weights 0.45, 0.275, 0.275 the angle is 47.87°, yet the largest growth exponent is −0.19. The 45° rule is therefore a guarantee, not a general boundary.

**8. A second case: the climbing image near a minimum**

At a nondegenerate minimum all λ_i are positive, so

det(PH) = −det H < 0. (27)

This determinant is the product of the eigenvalues of PH. Complex eigenvalues occur in conjugate pairs with positive product, so at least one eigenvalue is real and negative. It produces growth under du/dt = −PHu. A climbing image is thus repelled by a minimum for every tangent, although the force vanishes there. Repelled means that a general small displacement grows; special displacements may still decay.

**9. A model of a vacancy hop**

Take three coordinates: q along the hop, y sideways, and z for the opening of the gate formed by neighbouring atoms. The energy is

E = B(1 − q²/a²)² + ½k_s(y − sq − bq²)² + ½k_g(z + gq²)². (28)

The chosen values are B = 0.400 eV, a = 0.110 nm, k_s = 600 eV/nm², k_g = 900 eV/nm², s = 0.30, b = 2.00 nm⁻¹ and g = 1.50 nm⁻¹. All three terms vanish at the two minima q = ±a, which are 0.2297 nm apart. The saddle is at the origin, with energy B.

The second derivatives at the origin are

H_qq = −4B/a² + k_s s² = −132.23 + 54.00 = −78.23 eV/nm²,
H_qy = −k_s s = −180 eV/nm²,
H_yy = 600 eV/nm², H_zz = 900 eV/nm². (29)

The z mode is separate. The other two eigenvalues are

λ = (H_qq + H_yy)/2 ± √{[(H_yy − H_qq)/2]² + H_qy²}
 = 260.88 ± 383.93 eV/nm², (30)

or −123.04 and 644.81 eV/nm² after rounding. The unstable mode is (0.9704, 0.2416, 0). It differs by 2.72° from the valley-floor direction (1, s, 0), along which the brackets in the k_s and k_g terms of (28) vanish to first order. A descent path started off the mode was followed to just beyond 0.001 nm from the saddle. Its direction was then 0.21° from v₁. By (18) the memory of the starting offset is negligible by then, of order 10⁻¹⁹. The remaining angle is the bending of the path mentioned in Section 5, and it is proportional to the distance: about 0.20° at 0.001 nm and 0.020° at 0.0001 nm.

To test the linearization with a turning tangent, neighbours were placed at −0.03v₁ and +0.05v₁ (in nm), and τ was taken along the sum of the unit vectors of the two segments. A small sideways displacement turns this tangent at the rate

½(1/0.03 − 1/0.05) = 6.67 rad/nm. (31)

Even so, the numerically differentiated climbing force agreed with −|H| to 2.3 × 10⁻⁵ eV/nm² in its largest element error.

Next, an image was started 0.0100 nm from the saddle, with equal components on the three modes. The tangent was held at v₁. At this point the nonlinear remainder was 0.55% of the linear force. The climbing image returned to the saddle, while the same start under the ordinary force ended at a minimum, both with h = 0.0005 nm²/eV. The step limit (17) is 2/900 = 0.00222 nm²/eV. For the unstable mode each step multiplies the displacement by

1 − 0.0005 × 123.04 = 0.938. (32)

**10. What a wrong tangent does here**

Rotate a fixed tangent from v₁ toward v₂. The z mode remains separate, and (25) and (26) describe the other two. When the roots are complex, their exponent is −(λ₂ − λ₁)cos(2θ)/2, with λ₂ − λ₁ = 767.85 eV/nm². The largest exponents of the full model are

θ = 0°: −123.04 eV/nm²
θ = 30°: −191.96 eV/nm²
θ = 44°: −13.40 eV/nm²
θ = 46°: +13.40 eV/nm².

The faster decay at 30° than at 0° is not an error. The misaligned reflection mixes the slow and fast modes into a decaying spiral, whose two exponents share the trace equally. This holds for these curvatures and a fixed tangent; it is not a reason to misalign a path.

Finite steps are less forgiving. For a complex root,

|1 − hμ|² = 1 − 2h Re μ + h²|μ|², (33)

which is below one when h < 2Re μ/|μ|². At 44°, |μ|² = 123.04 × 644.81 = 7.93 × 10⁴ eV²/nm⁴, so

h < 2 × 13.40/(7.93 × 10⁴) = 0.00034 nm²/eV. (34)

With the step 0.0005 nm²/eV the saddle therefore no longer attracts at 44°, although continuous descent converges. What follows is set by the nonlinear terms: in this model the image runs away for one sense of the rotation, and for the other it keeps moving about 0.02 nm from the saddle without converging. An angle below 45° guarantees attraction only if the step is small enough.

**11. A complete band**

Six movable images were joined by springs of 200 eV/nm². After ordinary band relaxation the highest image stood 0.0101 nm from the saddle, at 0.3937 eV. It was then made to climb, and it reached the saddle energy of 0.4000 eV. The final tangent was 0.23° from v₁, well inside the 45° condition. The late decay rate measured from the motion was 123.05 eV/nm², equal to the linear prediction for that tangent at this precision.

The decoupling in (19) was tested by moving one neighbour by 0.0001 nm. The force on the climbing image stayed zero to numerical accuracy, while the force on the ordinary image beyond that neighbour changed by 0.016 eV/nm.

**12. Residual force and barrier error**

A calculation stops at a finite force. By (7), |∇E| = |F|. To leading order u = H⁻¹∇E, and therefore

|u| ≤ |F|/κmin, (35)

|E − E*| = ½|(∇E)ᵀH⁻¹∇E| ≤ |F|²/(2κmin), (36)

where E* is the saddle energy. For |F| = 0.10 eV/nm and κmin = 123.04 eV/nm², these bounds are 0.0008 nm and 0.04 meV. In a real supercell a softer mode may set κmin, and both bounds then grow. They cover an incomplete search on a given energy surface, not an error in that surface.

**13. The model beside silicon**

The parameters lie in the rough regime of a vacancy hop in silicon: a barrier of a few tenths of an eV and a hop of about one bond length. The stiffnesses are round model values. The result is a test of the search method, not a computed silicon barrier.

The classical static barrier omits nuclear quantum effects. Give each coordinate the mass 28.1 u, so that a positive curvature λ has frequency ω = √(λ/m). The zero-point correction to the barrier is

ΔE₀ = ½ħ(Σω at the saddle, stable modes − Σω at the minimum) = −12.3 meV, (37)

about 3% of the barrier. Here the minimum is the one at q = +a. The two minima have equal energy but different curvatures, because the valley slope s + 2bq is 0.74 at q = +a and −0.14 at q = −a. A hop that starts at q = −a therefore has a different correction, −10.1 meV. This asymmetry belongs to the model: in an unstrained crystal the two ends of a vacancy hop in one charge state are equivalent by symmetry. Both values also count only three coordinates, whereas in a supercell every mode whose frequency changes between minimum and saddle contributes. For tunnelling, let ω‡ = √(|λ₁|/m) and take as given the transmission 1/[1 + exp(−2πε/ħω‡)] of an inverted parabola at energy ε above its top. With X = ħω‡/(k_BT), the thermal average over e = ε/(k_BT) is the integral of exp(−e)/[1 + exp(−2πe/X)] from −∞ to ∞. The substitution y = exp(−2πe/X), with p = X/(2π), turns it into p∫₀^∞ y^(p−1)/(1 + y) dy. The integral over y is a standard one and equals π/sin(πp) for 0 < p < 1. The rate factor is therefore

(X/2)/sin(X/2), X < 2π. (38)

The limit X = 2π defines a crossover temperature of 25 K. At 300 K, X = 2π × 24.99/300 = 0.523, and the factor is 1.012, an increase of about 1% from the transmission factor alone. The effect of the quantized stable modes on the rate is not included in this factor. It is not exp(−ΔE₀/k_BT) = 1.61 relative to the classical rate, because at 300 K the quanta ħω are comparable to k_BT. With x = ħω/(2k_BT), the harmonic quantum rate exceeds the classical one by the product of sinh(x)/x over the modes of the minimum divided by the same product over the stable modes of the saddle, which is 1.06 for the start at q = +a.

One assumption that can fail in a real device is that of a single, smooth electronic energy surface. The silicon vacancy has several charge states and distorts so as to lower its electronic energy. A change of charge state can change the barrier. A shift of 0.1 eV would already be about eight times the zero-point correction above. If the calculation jumps between electronic states at the saddle or arbitrarily close to it, (8) can fail, and attraction is no longer assured. A jump farther away leaves (8) intact but can limit the region from which the image is attracted. Finite cell size and the approximate density functional also change E itself. On the altered surface the result still holds wherever its own saddle is smooth and nondegenerate and the tangent meets the stated condition. The remaining values are in the numerical output.

Calculated quantities

```
barrier parameter: 0.400 eV
half hop along q: 0.110 nm
distance between minima: 0.2297 nm
side stiffness: 600.0 eV/nm^2
gate stiffness: 900.0 eV/nm^2
valley slope: 0.30 (no unit)
side bend: 2.00 1/nm
gate bend: 1.50 1/nm
saddle curvature 1: -123.04 eV/nm^2
saddle curvature 2: 644.81 eV/nm^2
saddle curvature 3: 900.00 eV/nm^2
unstable mode (q, y, z): 0.9704 0.2416 0.0000 (no unit)
tangent turning rate in test: 6.667 rad/nm
largest Jacobian error: 2.28e-05 eV/nm^2
test start distance: 0.0100 nm
nonlinear remainder there: 0.55 percent
climbing end distance: 1.09e-85 nm
ordinary relaxation end energy: 7.48e-31 eV
largest stable step: 0.002222 nm^2/eV
step used: 0.000500 nm^2/eV
descent path to unstable mode: 0.209 degrees
valley floor to unstable mode: 2.720 degrees
largest exponent at 0 deg: -123.04 eV/nm^2
largest exponent at 30 deg: -191.96 eV/nm^2
largest exponent at 44 deg: -13.40 eV/nm^2
largest exponent at 46 deg: 13.40 eV/nm^2
random saddles tested: 500
3D example beyond 45 deg: 47.87 degrees
its largest exponent: -0.1916 (scaled unit)
movable band images: 6
band spring constant: 200.0 eV/nm^2
climber start distance: 0.01013 nm
climber start energy: 0.39366 eV
climber final distance: 1.14e-71 nm
climber final energy: 0.400000 eV
band tangent to unstable mode: 0.234 degrees
largest force on other images: 1.37e-14 eV/nm
predicted late decay rate: 123.048 eV/nm^2
measured late decay rate: 123.048 eV/nm^2
climber force change, neighbour moved: 4.43e-72 eV/nm
ordinary image force change: 0.0164 eV/nm
force tolerance: 0.10 eV/nm
position error bound: 0.000813 nm
barrier error bound: 0.0406 meV
mass of each coordinate: 28.1 u
zero-point barrier shift: -12.30 meV
tunnelling crossover: 24.99 K
temperature of use: 300 K
tunnelling rate factor there: 1.01150 (no unit)
```
